# Why dipole illumination extends the focus depth of a grating image

## The decision: how to represent the source

Before computing the focus window of a dense grating under dipole illumination, one has to decide whether each pole may be replaced by a single source point. For the image in focus this is often a convenient economy. For the depth of focus it removes the quantity being sought: when only two orders pass the lens, a point dipole matched to the grating gives an image that does not change with defocus at all, so its computed depth is infinite. The finite depth comes from the size and placement of the poles, and from any further diffraction orders that enter the pupil.

The reason is that two orders crossing the pupil at equal radii acquire equal defocus phases. That statement is correct, but it does not yet explain the gain in depth. Two orders with unequal phases still interfere with full strength when they come from one source point; their fringe merely moves sideways. Contrast is lost when fringes that have moved by different amounts are added. Equal radii help because they keep the fringes in place.

## Model and conventions

A thin grating of pitch $p$ is imaged in air at wavelength $\lambda$ by an aberration-free lens of numerical aperture NA. All lengths and angles are on the image side. The grating varies along $x$, the light travels towards positive $z$, and $z=0$ is the focal plane. Define

$$k=\frac{2\pi}{\lambda},\qquad g=\frac{\lambda}{p},\qquad K=kg=\frac{2\pi}{p}.$$

A plane wave is labelled by its direction sines $s$ along $x$ and $q$ along $y$. Its pupil radius is $r=\sqrt{s^2+q^2}$, and it passes if $r\le \mathrm{NA}$. A source point at $(s,q)$ sends order $m$ to $(s+mg,q)$.

The openings have width $p/2$ and are centred on $x=0$. The order amplitudes are therefore

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-imKx}\,dx=\frac{\sin(m\pi/2)}{m\pi},$$

which gives $a_0=1/2$, $a_{\pm1}=1/\pi$ and $a_{\pm2}=0$. I take these amplitudes to be independent of the illumination angle, treat the field as a scalar, and add the intensities of different source points. The result is an aerial image; resist absorption, reflections and development are left out. The lens is also taken to pass the order amplitudes unchanged, as at unit magnification. A reducing lens weights them by a factor that grows with pupil radius. This cancels for two orders at equal radii, but it raises the in-focus on-axis edge slope derived below, from 8 to about 9 in the 320 nm example at fourfold reduction.

## Defocus phase depends on pupil radius

In air the field obeys $\nabla^2u+k^2u=0$. Inserting $u=e^{ik(sx+qy)}f(z)$ gives

$$f''+k^2(1-s^2-q^2)f=0.$$

The solution travelling towards positive $z$ is

$$f(z)=f(0)\,e^{ikz\sqrt{1-r^2}}.$$

The phase depends on $s$ and $q$ only through $r$. Two orders at equal radii thus gain the same phase, which is a common factor of the field and drops out of the intensity.

Now let two orders with $q=0$ have sines $s_A$ and $s_B=s_A-g$, and cosines $c_A$ and $c_B$. Take order zero at $s_A$ and order $-1$ at $s_B$:

$$u=a_0e^{ik(s_Ax+c_Az)}+a_1e^{ik(s_Bx+c_Bz)}.$$

The cross terms in $|u|^2$ contain the difference of the exponents. Since $k(s_A-s_B)=K$,

$$I=a_0^2+a_1^2+2a_0a_1\cos(Kx+\Delta),\qquad \Delta=kz(c_A-c_B).$$

Exchanging the two amplitudes leaves this result unchanged.

The fringe amplitude $2a_0a_1$ does not contain $z$. Defocus changes only the position of the maximum, which follows from $Kx+\Delta=0$:

$$x_{\max}=-z\,\frac{c_A-c_B}{s_A-s_B}.$$

Write $s_A=\sin A$ and $s_B=\sin B$ with signed angles. The identities

$$\cos A-\cos B=-2\sin\tfrac{A+B}{2}\sin\tfrac{A-B}{2},$$

$$\sin A-\sin B=2\cos\tfrac{A+B}{2}\sin\tfrac{A-B}{2}$$

then give

$$x_{\max}=z\tan\frac{A+B}{2}.$$

The bright planes follow the bisector of the two beams. For equal radii on opposite sides of the pupil, $B=-A$, the bisector is the lens axis and the fringe stands upright.

This fixes the pole position. Setting $s_B=-s_A$ in $s_A-s_B=g$ gives

$$s_A=s_0=\frac g2=\frac{\lambda}{2p}.$$

The opposite pole at $-s_0$ sends order zero to $-s_0$ and order $+1$ to $+s_0$. Its fringe coincides with the first one. If no other order passes the lens, the image of the point dipole is

$$I_{\rm dip}=a_0^2+a_1^2+2a_0a_1\cos Kx$$

at every $z$. One matched pole would suffice for this; the second matters once the match is imperfect.

A displacement $q$ of the source point parallel to the lines moves both orders to radius $\sqrt{s_0^2+q^2}$. They still match. Within this scalar model, such a displacement costs no depth as long as the set of transmitted orders stays the same.

## Why on-axis light loses contrast

With a source point on the axis, order zero lies at the pupil centre and the first orders at $\pm g$. The second orders have zero amplitude, and the third orders are taken to lie outside the pupil, $3g>\mathrm{NA}$. Let $c_g=\sqrt{1-g^2}$ and $\varphi=kz(1-c_g)$. The pair $0,+1$ has $\Delta=-\varphi$, and the pair $-1,0$ has $\Delta=+\varphi$. Their fringes move in opposite directions, and their sum is

$$2a_0a_1[\cos(Kx-\varphi)+\cos(Kx+\varphi)]=4a_0a_1\cos\varphi\cos Kx.$$

Orders $+1$ and $-1$ are themselves at equal radii, so their fringe of period $p/2$ is unaffected by defocus. Altogether,

$$I_{\rm axis}=a_0^2+4a_1^2\cos^2Kx+4a_0a_1\cos\varphi\cos Kx.$$

At $\varphi=\pi/2$ the two fringes of period $p$ are half a period apart and cancel. What remains has period $p/2$. Beyond that point the fundamental returns with reversed sign: the centres of the lines that were dark in focus become brighter than the centres of the openings.

For small $g$, $1-c_g\approx g^2/2$, and the first cancellation lies near $z=p^2/(2\lambda)$. At the high angles of the example below this estimate gives 256 nm, about 12% above the value 227.9 nm from the full cosine. The full expression should be used there.

## Depth for a given edge slope

A depth needs a criterion. I use the normalized slope at the nominal edge $x=p/4$,

$$\mathrm{NILS}=-\frac p2\,\frac1I\frac{dI}{dx}\bigg|_{x=p/4},$$

which is negative for reversed contrast. At this edge $\cos Kx=0$ and $\sin Kx=1$. For on-axis light the derivative of $\cos^2Kx$ is zero there, the intensity is $a_0^2$, and the slope is $-4a_0a_1K\cos\varphi$. With $Kp/2=\pi$,

$$\mathrm{NILS}_{\rm axis}=4\pi\frac{a_1}{a_0}\cos\varphi=8\cos\varphi.$$

For the point dipole the intensity at the edge is $a_0^2+a_1^2$ and the slope is $-2a_0a_1K$, so

$$\mathrm{NILS}_{\rm dip}=\frac{2\pi a_0a_1}{a_0^2+a_1^2}=\frac{1}{1/4+1/\pi^2}\approx2.85.$$

The dipole therefore starts with a much lower slope and keeps it. The on-axis image starts at 8 and falls. "More depth" is meaningful only for a required slope that the dipole can reach. If the process needs a NILS of 3, this dipole has no focus window, while on-axis light still has one.

## Finite poles set the depth

Let a pole be a uniform disc of radius $\rho$ in sine, centred on $s_0$. A source point displaced by $(\delta,q)$ sends its two orders to $x$-sines $s_0+\delta$ and $-s_0+\delta$. Their phase difference is

$$\Delta=kz\left[\sqrt{1-q^2-(s_0+\delta)^2}-\sqrt{1-q^2-(s_0-\delta)^2}\right].$$

The bracket is odd in $\delta$, so its expansion begins with a linear term followed by a cubic one. The derivative of the first root at $\delta=0$ is $-s_0/\sqrt{1-q^2-s_0^2}$, and the second root contributes the same amount again. With $2s_0=g$ and $c_0=\sqrt{1-s_0^2}$, the leading result for a small pole is

$$\Delta\approx-\frac{kzg\,\delta}{c_0}.$$

Different parts of the pole produce fringes with different tilts. Points at $+\delta$ and $-\delta$ have opposite phases, so the sine terms cancel in the sum and the fringe is multiplied by the average of $\cos\Delta$. Put $\delta=\rho t$ and

$$u=\frac{kzg\rho}{c_0}.$$

The height of the disc at $t$ is proportional to $\sqrt{1-t^2}$, which gives

$$F(u)=\frac2\pi\int_{-1}^{1}\sqrt{1-t^2}\cos(ut)\,dt.$$

To evaluate it, expand the cosine. The substitution $t=\sin\theta$ and the standard integrals of even powers of the sine give

$$\frac2\pi\int_{-1}^{1}t^{2n}\sqrt{1-t^2}\,dt=\frac{(2n)!}{4^n\,n!\,(n+1)!}.$$

The factor $(2n)!$ cancels the one in the cosine series, leaving

$$F(u)=\sum_{n=0}^{\infty}\frac{(-1)^n(u/2)^{2n}}{n!\,(n+1)!}=\frac{2J_1(u)}u,$$

where the sum is the power series of the Bessel function $J_1$. The opposite pole gives the same factor. Near focus $F\approx1-u^2/8$: the loss begins quadratically in both defocus and pole radius.

The mean intensity does not change, so $\mathrm{NILS}=2.85\,F(u)$. A required slope fixes $u$, and the half-depth is

$$z_{1/2}=\frac{u\,c_0}{kg\rho}.$$

It is inversely proportional to the pole radius. A point pole is the limit $\rho\to0$, where the depth diverges. By contrast, the half-depth for an on-axis point is finite. It scales as $1/(kg^2)$ at small $g$ if the aperture is also small enough to keep the third orders out, $3g>\mathrm{NA}$. The dipole formula needs the stricter condition $3g/2-\rho>\mathrm{NA}$, which keeps every point of a pole two-beam. For small $g$ and $g\le\mathrm{NA}<3g/2-\rho$, the gain of the dipole at fixed slope requirement thus scales as $g/\rho$; it is not a universal number. At a larger aperture a further first order enters, as discussed below, and this scaling no longer holds.

## How large: a 320 nm grating

Take the round model parameters $\lambda=200$ nm, $\mathrm{NA}=0.8$, $p=320$ nm, $\rho=0.08$ and a required NILS of 2. Then $g=200/320=0.625$ and $s_0=0.3125$, so the pole centres lie at $0.3125/0.8=0.39$ of the pupil radius. The next first order would be at $3s_0=0.9375$. Even the nearest edge of its disc, at $0.9375-0.08=0.8575$, is outside the pupil. The image is made by two beams for every point of each pole.

The required disc factor is $2/2.846=0.703$, which is reached at $u=1.630$. With $c_0=0.950$,

$$z_{1/2}=\frac{1.630\times0.950\times200\ \mathrm{nm}}{2\pi\times0.625\times0.08}\approx986\ \mathrm{nm}.$$

A direct sum over the source disc, with the full square roots, gives 983 nm. The small-pole formula is therefore about 0.2% above that sum. The total depth is 1967 nm, and halving the pole radius raises it to 3941 nm, close to the factor of two expected.

For an on-axis point the condition $8\cos\varphi=2$ gives $\varphi=1.318$. Since the first zero, at $\varphi=\pi/2$, lies at 227.9 nm, the half-depth is $227.9\times1.318/1.571\approx191$ nm. An on-axis disc with the same radius as a pole gives 187 nm by the source sum, or 375 nm in total. The dipole extends the depth by a factor of 5.2 in this comparison.

The two slope curves first cross at 171 nm. If the whole focus error stays inside $\pm171$ nm, on-axis light gives the steeper edge throughout. The dipole is the better choice by this measure when the error budget extends beyond the crossing and a NILS between 2 and 2.8 is acceptable.

The depths quoted here mean the continuous interval around focus. This matters because the on-axis slope recovers: at 900 nm it is 2.88, higher than the dipole value of 2.13. The point formula explains why and roughly where the slope recovers, but not how far. At $\varphi=2\pi$, or $4\times227.9\approx912$ nm, the oppositely moving fringes have each travelled a full period and coincide again. For an on-axis point the slope then returns to 8; for the disc, whose source points shift their fringes by different amounts, it peaks near 880 nm at only about 2.9. This isolated region is no extension of the usable window, since the contrast has vanished and reversed on the way.

These depths belong to the ideal aerial image. They also rest on the scalar model, which for $q=0$ describes light polarized along the lines. Light polarized across the lines interferes less strongly at these angles, so unpolarized illumination gives lower slopes and smaller depths. Nor are the values predictions of a process window, which also depends on dose, resist and lens errors.

## Misplaced poles

Let both poles lie too far out by $\varepsilon$. The right pole then has orders at $s_0+\varepsilon$ and $-s_0+\varepsilon$, with phase difference $\Delta_\varepsilon$; its mirror image has $-\Delta_\varepsilon$. For equally bright point poles the averaged fringe is

$$\tfrac12[\cos(Kx+\Delta_\varepsilon)+\cos(Kx-\Delta_\varepsilon)]=\cos\Delta_\varepsilon\cos Kx.$$

There are still only two beams per pole, yet the depth is finite. This separates the effect of equal radii from that of two-beam imaging.

For $\varepsilon=0.05$ the sines are 0.3625 and $-0.2625$, and the bisector is tilted by $3.02^\circ$. At 600 nm defocus one pole moves its fringe by $600\tan3.02^\circ\approx31.6$ nm, a tenth of the pitch, without loss of contrast. The corresponding phase is $2\pi\times31.6/320=0.62$ rad, so the two poles together retain $\cos0.62=0.81$ of the fringe. Their first contrast zero lies at 1518 nm.

The same calculation applies when a dipole tuned to one pitch images another. A pole at 0.3625 is matched to $p=200/(2\times0.3625)\approx276$ nm; used for 320 nm, it has the error treated here. If the poles are unequally bright, the opposite shifts no longer balance and the pattern also moves with focus. Pole balance is thus a placement issue as well as a brightness issue.

## Where the advantage ends

For point poles, the two useful orders pass when $\lambda/(2p)\le\mathrm{NA}$, and the next first order is excluded when $3\lambda/(2p)>\mathrm{NA}$. Hence

$$\frac{\lambda}{2\,\mathrm{NA}}\le p<\frac{3\lambda}{2\,\mathrm{NA}},$$

or 125 to 375 nm here. On-axis point illumination forms a grating image only for $p\ge\lambda/\mathrm{NA}=250$ nm. Between 125 and 250 nm the dipole provides resolution that the on-axis point lacks, and a ratio of depths has no meaning. For discs, the matching conditions are $s_0+\rho\le\mathrm{NA}$ and $3s_0-\rho>\mathrm{NA}$.

At larger pitch, the right pole also sends order $+1$ through the pupil at $3s_0$. Its phase differs from that of order zero by

$$\Delta_3=kz\left[\sqrt{1-s_0^2}-\sqrt{1-9s_0^2}\right].$$

The matched pair still gives a fixed fringe, but the new pair gives $2a_0a_1\cos(Kx-\Delta_3)$. The opposite pole gives the mirrored shift. After averaging, the fundamental is

$$2a_0a_1(1+\cos\Delta_3)\cos Kx.$$

Relative to focus it has the factor $(1+\cos\Delta_3)/2$. For small sines, $\Delta_3\approx kz(9s_0^2-s_0^2)/2=kzg^2$, which is twice the on-axis phase $\varphi\approx kzg^2/2$. The factor becomes $\cos^2\varphi$, compared with $\cos\varphi$ for on-axis light. To this order the dipole fundamental falls faster.

At $p=480$ nm, $s_0=0.2083$ and the extra order at 0.625 passes. The dipole fundamental falls to half at 253 nm of defocus, the on-axis one at 367 nm. Both have the same fundamental amplitude in focus, so by this measure the dipole has lost its advantage.

## What to do in a calculation

List the pupil positions of all orders for every pitch of interest, including the edges of the poles. Match the pole centre to $\lambda/(2p)$ if one pitch dominates. Sample each pole along the grating vector finely enough to resolve the phase differences between all transmitted orders at the largest defocus. For the matched pair this phase is $kzg\delta/c_0$; a further order can make it vary faster across the pole. Do not reduce the poles to points: with only two orders in the pupil, one matched point per pole gives an infinite depth. Then compare slopes over the actual focus budget, not just depths, because the dipole trades peak slope for constancy.

The main relations were tested by propagating the field with a discretized wave operator, which does not use the order-by-order defocus phase. These tests covered the unchanged matched image, the edge slopes, the fringe motion and the 480 nm case. The disc factor was tested separately against a sum over source points. The values are collected in the numerical output below.

## Numbers as computed

```
wavelength: 200 nm; NA: 0.80; pitch: 320 nm
source disc radius in sine: 0.080
required NILS: 2.00
order amplitudes a0, a1: 0.5000, 0.3183
order spacing g: 0.6250; pole sine s0: 0.3125
pole centre as fraction of NA: 0.3906
next order sine 3*s0: 0.9375
cosines at s0 and g: 0.94992, 0.78062
minimum dipole pitch: 125.0 nm
minimum on-axis pitch: 250.0 nm
maximum two-beam dipole pitch: 375.0 nm
point-dipole NILS, all defocus: 2.846
on-axis point NILS in focus: 8.000
on-axis point first contrast zero: 227.9 nm
defocus (nm), disc-dipole NILS, on-axis-disc NILS:
    0    2.846    8.000
  100    2.837    6.026
  150    2.824    3.868
  200    2.807    1.358
  300    2.759   -3.252
  600    2.509   -2.393
  900    2.125    2.877
defocus where the two NILS curves cross: 171.3 nm
disc factor needed: 0.7026
disc argument u at limit: 1.6301
dipole half-depth, disc formula: 985.8 nm
dipole half-depth, source sum: 983.4 nm
on-axis half-depth, source sum: 187.5 nm
dipole total depth: 1966.7 nm
on-axis total depth: 374.9 nm
depth ratio: 5.25
dipole total depth, half pole radius: 3940.8 nm
pole misplacement in sine: 0.050
misplaced-pole order sines: 0.3625, -0.2625
misplaced-pole fringe tilt: 3.018 degrees
fringe shift at 600 nm defocus: 31.63 nm
misplaced-dipole contrast factor there: 0.8133
misplaced-dipole first zero: 1517.5 nm
large pitch: 480 nm; pole sine: 0.2083
large-pitch extra order sine: 0.6250
large-pitch dipole half-fundamental defocus: 253.3 nm
large-pitch on-axis half-fundamental defocus: 366.5 nm
```
